# Soft photons per decade in beta decay and 100 GeV scattering

## Result

When an electron's velocity changes suddenly, the mean number of soft photons radiated per unit of \(\ln\omega\) is

\[
A=\frac{2\alpha}{\pi}\left(\theta\coth\theta-1\right),\qquad \frac{dN}{d\log_{10}\omega}=A\ln 10 .
\]

Here \(\theta\) is the relative rapidity of the two charge states, defined by \(\cosh\theta=\gamma\gamma'(1-\mathbf v\cdot\mathbf v')\). For a momentum transfer \(Q\) much larger than the electron mass \(m\),

\[
A\simeq\frac{2\alpha}{\pi}\left[\ln\frac{Q^2}{m^2}-1\right],
\]

where the logarithm is the leading term and \(-1\) the first correction. A beta electron of 1 MeV kinetic energy gives about 0.009 photons per decade. A 100 GeV electron deflected through 60° gives about 0.25.

The mean number between \(\omega_1\) and \(\omega_2\) is \(A\ln(\omega_2/\omega_1)\). It diverges as \(\omega_1\to0\), but only logarithmically and with a small coefficient. The radiated energy stays finite, and so does the photon number if the charge is at rest both before and after a flight of finite length.

Derivations use \(\hbar=c=1\) and \(e^2=4\pi\alpha\). The electron follows a prescribed path, so photon recoil is neglected. This requires \(\omega\) far below the electron's kinetic energy. The phase \(\omega t-\mathbf k\cdot\mathbf r(t)\) must also change little while the velocity changes. In beta decay the daughter is held at rest, and its Coulomb force and the atomic electrons are ignored. In scattering the target is an ideal fixed external field. At large angles and 100 GeV no real target behaves this way. In elastic scattering from a proton at 60° the electron leaves with only 1.8 GeV and \(Q=13.6\) GeV. The electron term then gives 0.21 photons per decade, and the recoiling proton with its interference raises the total to 0.34. The scattering numbers below belong to the fixed-field model.

## Why \(N\) is a mean and not a probability

In the interaction picture, a prescribed current drives one field mode through

\[
H_I=g(t)e^{i\omega t}a^\dagger+g^*(t)e^{-i\omega t}a .
\]

Let \(U\) be the evolution operator. Since \([a^\dagger,a]=-1\),

\[
\frac{d}{dt}(U^\dagger aU)=iU^\dagger[H_I,a]U=-ig(t)e^{i\omega t}.
\]

Integration gives \(U^\dagger aU=a+f\), with \(f=-i\int g\,e^{i\omega t}dt\). Acting on the vacuum, \(aU|0\rangle=U(a+f)|0\rangle=fU|0\rangle\). If \(c_n\) are the number-state amplitudes of \(U|0\rangle\), this says \(\sqrt{n+1}\,c_{n+1}=fc_n\), so \(c_n=c_0f^n/\sqrt{n!}\). Normalization fixes \(|c_0|^2=e^{-|f|^2}\), and

\[
P(n)=e^{-|f|^2}\frac{|f|^{2n}}{n!}.
\]

This is a Poisson distribution with mean \(|f|^2\). Different modes are driven independently. By the binomial theorem, the sum of independent Poisson numbers is again Poisson, with the means added. Hence a frequency range with mean \(N\) contains no photon with probability \(P(0)=e^{-N}\).

First-order perturbation theory replaces \(e^{-N}\) by \(1-N\), which becomes negative for \(N>1\). The full probabilities still sum to one.

## Equal numbers per decade

For a charge \(q\), with \(q^2=e^2\), the coupling is \(-q\mathbf v\cdot\mathbf A\). In a volume \(V\), a mode with real polarization vector \(\boldsymbol\epsilon\) has normalization \(1/\sqrt{2\omega V}\). Therefore

\[
f=\frac{iq}{\sqrt{2\omega V}}\int dt\;\boldsymbol\epsilon\cdot\mathbf v(t)\,e^{i[\omega t-\mathbf k\cdot\mathbf r(t)]}.
\]

Let the velocity be \(\mathbf v\) before \(t=0\) and \(\mathbf v'\) afterwards. With \(\mathbf k=\omega\mathbf n\), define \(D=1-\mathbf n\cdot\mathbf v\) and \(D'=1-\mathbf n\cdot\mathbf v'\). A slow damping at large \(|t|\), removed at the end, makes the half-line integrals

\[
\int_{-\infty}^0e^{i\omega Dt}dt=-\frac{i}{\omega D},\qquad
\int_0^\infty e^{i\omega D't}dt=\frac{i}{\omega D'} .
\]

The time integral in \(f\) is thus \((i/\omega)\,\boldsymbol\epsilon\cdot\mathbf K\), with \(\mathbf K=\mathbf v'/D'-\mathbf v/D\). Summing \((\boldsymbol\epsilon\cdot\mathbf K)^2\) over the two transverse polarizations gives \(|\mathbf n\times\mathbf K|^2\). The number of modes per polarization is \(V\omega^2d\omega\,d\Omega/(2\pi)^3\), so

\[
dN=\frac{e^2}{2\omega^3}\,\frac{\omega^2d\omega\,d\Omega}{8\pi^3}\,|\mathbf n\times\mathbf K|^2
=\frac{\alpha}{4\pi^2}\,\frac{d\omega}{\omega}\,d\Omega\,|\mathbf n\times\mathbf K|^2 .
\]

The angular factor does not contain \(\omega\). Each decade therefore receives the same mean number.

## The angular integral

Because \(\mathbf n\cdot\mathbf v/D=1/D-1\), we have \(\mathbf n\cdot\mathbf K=1/D'-1/D\). Then \(|\mathbf n\times\mathbf K|^2=\mathbf K^2-(\mathbf n\cdot\mathbf K)^2\) becomes

\[
|\mathbf n\times\mathbf K|^2=\frac{2(1-\mathbf v\cdot\mathbf v')}{DD'}-\frac{1-v^2}{D^2}-\frac{1-v'^2}{D'^2}.
\]

Each of the last two fractions integrates to \(4\pi\). With \(c\) the cosine of the angle to \(\mathbf v\),

\[
2\pi(1-v^2)\int_{-1}^1\frac{dc}{(1-vc)^2}=2\pi(1-v^2)\frac{2}{1-v^2}=4\pi .
\]

For the cross term, use

\[
\frac1{DD'}=\int_0^1\frac{dx}{[xD'+(1-x)D]^2}.
\]

The bracket equals \(1-\mathbf n\cdot\mathbf u\) with \(\mathbf u=x\mathbf v'+(1-x)\mathbf v\). By the previous integral, its inverse square integrates over angles to \(4\pi/(1-u^2)\). Writing \(1=[x+(1-x)]^2\) gives

\[
1-u^2=\frac{x^2}{\gamma'^2}+\frac{(1-x)^2}{\gamma^2}+\frac{2x(1-x)\cosh\theta}{\gamma\gamma'} .
\]

Substitute \(y=x\gamma/[(1-x)\gamma']\), for which \(dy=(\gamma/\gamma')\,dx/(1-x)^2\). Then

\[
\int_0^1\frac{dx}{1-u^2}=\gamma\gamma'\int_0^\infty\frac{dy}{y^2+2y\cosh\theta+1}.
\]

The denominator factors as \((y+e^\theta)(y+e^{-\theta})\). Partial fractions give

\[
\int_0^\infty\frac{dy}{(y+e^\theta)(y+e^{-\theta})}
=\frac{1}{2\sinh\theta}\left[\ln\frac{y+e^{-\theta}}{y+e^\theta}\right]_0^\infty
=\frac{\theta}{\sinh\theta}.
\]

Since \(\gamma\gamma'(1-\mathbf v\cdot\mathbf v')=\cosh\theta\), the cross term contributes \(8\pi\theta\coth\theta\). Subtracting \(8\pi\) and multiplying by \(\alpha/4\pi^2\) gives the stated \(A\).

In beta decay the parent and daughter are at rest. They contribute nothing to \(\mathbf K\), and the antineutrino is neutral. What remains is \(\mathbf K=\mathbf v'/D'\), which is the scattering expression with \(\mathbf v=0\). The same formula therefore applies, with \(\cosh\theta=\gamma'=1+T/m\) for kinetic energy \(T\).

For elastic scattering through an angle \(\psi\), \(v'=v\) and

\[
\cosh\theta=\gamma^2(1-v^2\cos\psi)=1+2\gamma^2v^2\sin^2\frac\psi2=1+\frac{Q^2}{2m^2},
\]

where \(Q=2p\sin(\psi/2)\). Since \(\cosh\theta-1=2\sinh^2(\theta/2)\), this means \(\sinh(\theta/2)=Q/2m\).

## Large momentum transfer

Inverting the last relation,

\[
\theta=2\ln\left[\frac{Q}{2m}+\sqrt{1+\frac{Q^2}{4m^2}}\right]
=\ln\frac{Q^2}{m^2}+\frac{2m^2}{Q^2}+O\!\left(\frac{m^4}{Q^4}\right).
\]

Also \(\coth\theta=1+2e^{-2\theta}+\dots\), and \(e^{-2\theta}\) is of order \(m^4/Q^4\). Therefore

\[
\theta\coth\theta-1=\ln\frac{Q^2}{m^2}-1+\frac{2m^2}{Q^2}+O\!\left(\frac{m^4}{Q^4}\ln\frac{Q^2}{m^2}\right).
\]

The phrase "100 GeV scattering" does not fix \(Q\), so an angle must be chosen. At 60°, \(Q=2p\sin30^\circ=p\), which is 100 GeV to the accuracy needed. Then \(\ln(Q^2/m^2)=24.369\), and with \(2\alpha/\pi=0.004646\):

- The leading term gives \(0.004646\times24.369\times2.3026=0.261\) photons per decade.
- With the first correction, \(0.004646\times23.369\times2.3026=0.250\).

The correction lowers the estimate by about 4%. Direct integration of the radiation pattern at this energy gives \(A=0.10856\), in agreement with \(0.004646\times23.369=0.1086\).

Among large angles the choice matters little. The result is 0.213 per decade at 10° and 0.262 at 120°, although \(Q\) changes from 17.4 to 173 GeV. Very small angles give much less: at 0.01°, where \(Q\) is only 17 MeV, the result is 0.065. A tenfold increase in \(Q\) adds \((2\alpha/\pi)\ln100\,\ln10=0.049\) per decade. The large-\(Q\) form fails when \(Q\) is comparable with \(m\), where the full expression is needed.

## Slow beta electrons

For small \(\theta\), divide the series of \(\cosh\theta\) by that of \(\sinh\theta/\theta\):

\[
\theta\coth\theta=\frac{1+\theta^2/2+\theta^4/24+\dots}{1+\theta^2/6+\theta^4/120+\dots}
=1+\frac{\theta^2}{3}-\frac{\theta^4}{45}+\dots
\]

Let \(\tau=T/m=\cosh\theta-1=\theta^2/2+\theta^4/24+\dots\). Inversion gives \(\theta^2=2\tau-\tau^2/3+\dots\), and

\[
A=\frac{2\alpha}{\pi}\left[\frac{2\tau}{3}-\frac{\tau^2}{9}-\frac{4\tau^2}{45}+\dots\right]
=\frac{2\alpha}{\pi}\left[\frac{2\tau}{3}-\frac{\tau^2}{5}+\dots\right].
\]

At \(T=0.1\) MeV, \(\tau=0.1957\). The leading term gives 0.00140 photons per decade and the corrected form 0.00131; the full formula gives 0.00132.

At \(T=1\) MeV, \(\tau\) is nearly 2 and this expansion is unsuitable. The full formula, with \(\theta=1.7474\) and \(\coth\theta=1/v'=1/0.94108\), gives

\[
0.004646\left(\frac{1.7474}{0.94108}-1\right)2.3026=0.0092
\]

photons per decade. The 100 GeV event radiates about 27 times as many.

## How mild the divergence is

One photon on average requires \(1/(A\ln10)\) decades: 109 for the 1 MeV beta electron and 4.0 for the scattered electron. Take as upper limit 1% of the electron energy (kinetic for the beta electron), a round choice within the soft regime. As lower limit take \(\hbar c/L\) with the deliberately absurd length \(L=10^{26}\) m, which is \(1.97\times10^{-33}\) eV. This only marks a very low frequency, and the flights are still taken as infinite. If \(L\) were the flight length, the constant rate would hold only above about \(\hbar c/[L(1-v)]\), as the last section shows. For the 100 GeV electron that is \(2\gamma^2\hbar c/L\), about 11 decades higher.

- **Beta decay:** 36.7 decades below 10 keV give \(36.7\times0.00917=0.34\) photons. The probability of none is 0.71.
- **Scattering:** 41.7 decades below 1 GeV give \(41.7\times0.250=10.4\) photons. The probability of none is \(3\times10^{-5}\).

In scattering, emission of some soft photon is thus almost certain over this range, and first-order theory cannot describe the count. The dependence on the lower limit is still gentle. From the Poisson law,

\[
P(0)=\left(\frac{\omega_1}{\omega_2}\right)^A,
\]

so each further decade multiplies \(P(0)\) by \(10^{-A}\): 0.991 for beta decay and 0.779 for scattering.

The mean energy carried away is finite even with the lower limit at zero:

\[
\int_0^{\omega_2}\omega\,\frac{A\,d\omega}{\omega}=A\omega_2 .
\]

This is 40 eV below 10 keV for the beta electron. For the scattered electron it is 0.109 GeV below 1 GeV, or 0.11% of the beam energy. Nine tenths of it lies in the highest decade, because the energy below \(\omega_2/10\) is \(A\omega_2/10\).

## A finite flight removes the divergence

The divergence came from letting the electron fly straight for an infinite time. Suppose instead that a beta electron of speed \(v\) is created at \(t=0\) and stopped suddenly, in vacuum, after a length \(L\). Its time integral is

\[
\int_0^{L/v}e^{i\omega Dt}dt=\frac{e^{iz}-1}{i\omega D},\qquad z=\frac{\omega LD}{v}.
\]

Since \(|e^{iz}-1|^2=2(1-\cos z)\) and \(D=1-vc\),

\[
\frac{dN}{d\ln\omega}=\frac{\alpha}{2\pi}\int_{-1}^1dc\,\frac{v^2(1-c^2)}{D^2}\,2(1-\cos z).
\]

**Low frequency.** Put \(x=\omega L\) and expand \(2(1-\cos z)=z^2-z^4/12+\dots\). The needed integrals are \(\int_{-1}^{1}(1-c^2)dc=4/3\) and

\[
\int_{-1}^{1}(1-c^2)(1-vc)^2dc=\frac43+\frac{4v^2}{15}=\frac43\left(1+\frac{v^2}{5}\right).
\]

Hence

\[
\frac{dN}{d\ln\omega}=\frac{2\alpha}{3\pi}x^2\left[1-\frac{1+v^2/5}{12v^2}x^2+\dots\right].
\]

The rate now vanishes as \(\omega^2\). Physically, the charge is at rest both before and after, and a long wave does not resolve the brief motion between.

Because \(2(1-\cos z)\le z^2\), the leading term is an upper bound at every frequency. All photons below \(\omega=1/L\) together therefore number less than

\[
\int_0^1\frac{2\alpha}{3\pi}x^2\,\frac{dx}{x}=\frac{\alpha}{3\pi}=7.74\times10^{-4}.
\]

Integrating the first correction multiplies this by \(1-(1+v^2/5)/(24v^2)=0.945\) for the 1 MeV electron, giving \(7.31\times10^{-4}\). The full integral is \(7.33\times10^{-4}\).

**High frequency.** The weight \((1-c^2)/D^2\) peaks at \(c=v\), with a width in \(c\) of order \(1-v\), and \(z=x/v-xc\). The cosine therefore oscillates rapidly across the peak, and its integral tends to zero, when \(x(1-v)\gg1\). This means \(x\gg17\) for the 1 MeV electron and \(x\gg2\gamma^2\) for a very fast one. The rate tends to \(2A\), one \(A\) from the creation and one from the stop. The number below a fixed \(\omega\) then grows as

\[
N(<\omega)\simeq2A\left[\ln(\omega L)+C\right],
\]

where \(C\) depends on \(v\) but not on \(L\). It collects the finite difference between the true rate and a sharp step to \(2A\) at \(x=1\).

For \(L=1\) m, \(\hbar c/L=1.973\times10^{-7}\) eV, so at 10 keV \(\ln(\omega L)=24.65\). The leading term is \(2\times0.003980\times24.65=0.196\). The full total, down to zero frequency, is 0.193, which corresponds to \(C\approx-0.4\).

A real stop in matter is gradual, and the medium alters the radiation, so 0.193 belongs to this model. The numerical output below lists the inputs and the main intermediate values.

## Numbers as computed

```
fine-structure constant alpha = 0.0072974
2 alpha/pi = 0.004646
ln 10 = 2.30259
electron mass = 0.510999 MeV
hbar c = 1.97327e-07 eV m
-- beta decay --
kinetic energy T = 1.0 MeV
Lorentz factor = 2.9570; speed v/c = 0.94108
rapidity theta = 1.7474
T = 0.1 MeV: photons per decade = 0.00132
T = 1.0 MeV: photons per decade = 0.00917
T = 3.0 MeV: photons per decade = 0.01758
-- electron scattering --
electron energy E = 100 GeV
chosen angle = 60 deg; Q = 100.00 GeV
rapidity theta = 24.3686
ln(Q^2/m^2) = 24.3686
angle 10 deg, Q = 17.4 GeV: photons per decade = 0.2126
angle 60 deg, Q = 100.0 GeV: photons per decade = 0.2500
angle 120 deg, Q = 173.2 GeV: photons per decade = 0.2617
A by angular quadrature at chosen angle = 0.10856
added photons per decade when Q grows tenfold = 0.0493
-- how mild the divergence is --
huge length = 1e+26 m; photon energy hbar c/length = 1.973e-33 eV
beta decay: A per unit ln(frequency) = 0.003980
beta decay: decades for one photon on average = 109.1
beta decay: no-photon factor per decade = 0.9909
beta decay: upper photon energy = 1.0e+04 eV
beta decay: decades down to huge length = 36.70
beta decay: mean photon number in that range = 0.336
beta decay: no-photon probability = 7.143e-01
beta decay: energy radiated below upper limit = 3.980e+01 eV
scattering: A per unit ln(frequency) = 0.108562
scattering: decades for one photon on average = 4.0
scattering: no-photon factor per decade = 0.7788
scattering: upper photon energy = 1.0e+09 eV
scattering: decades down to huge length = 41.70
scattering: mean photon number in that range = 10.425
scattering: no-photon probability = 2.968e-05
scattering: energy radiated below upper limit = 1.086e+08 eV
-- beta electron stopped after a finite flight --
flight length L = 1.0 m; hbar c/L = 1.973e-07 eV
photons below hbar c/L = 7.333e-04
upper bound alpha/(3 pi) = 7.743e-04
all photons below 10 keV, down to zero frequency = 0.1927
```
